# Thermorefractive Frequency Noise of a Wavelength-Sized Silicon Cavity

## Problem

A silicon optical cavity is in equilibrium at $T=300$ K. Its resonance lies at the vacuum wavelength $\lambda=1550$ nm, and its mode volume is $V=(\lambda/n)^3$. The light used to observe it is too weak to heat it. Take these rough values for silicon: index $n=3.48$, $dn/dT=1.8\times10^{-4}\ \mathrm{K^{-1}}$ and heat capacity per volume $c=1.65\ \mathrm{J/(cm^3\,K)}$.

(a) Find the rms fractional fluctuation $\sigma$ of the resonance frequency caused by temperature fluctuations acting through the index.

(b) Determine how $\sigma$ depends on the shape of the mode. Treat a Gaussian ball in bulk silicon and a Gaussian disc in a membrane 220 nm thick.

(c) Find the optical linewidth that these fluctuations produce, given that heat diffuses out of the mode.

(d) Estimate the largest effects left out.

Here $\sigma$ is a standard deviation that includes all noise frequencies. Linewidths are full widths at half maximum, in Hz.

## Solution

### From index to frequency

For a lossless mode with real relative permittivity $\varepsilon(\mathbf r)$, the electric field obeys

$$\nabla\times\nabla\times\mathbf E=\frac{\omega^2}{c_0^2}\,\varepsilon\mathbf E ,$$

where $c_0$ is the speed of light. Let $\varepsilon$ change by a small $\delta\varepsilon$, slowly compared with the optical period. To first order,

$$\nabla\times\nabla\times\delta\mathbf E-\frac{\omega^2}{c_0^2}\varepsilon\,\delta\mathbf E=\frac{1}{c_0^2}\left(2\omega\,\delta\omega\,\varepsilon+\omega^2\delta\varepsilon\right)\mathbf E .$$

Multiply by $\mathbf E^*$ and integrate. For a closed mode the double curl is Hermitian, so it can be moved onto $\mathbf E^*$, and the left side vanishes by the unperturbed equation. The right side must then vanish too:

$$\frac{\delta\omega}{\omega}=-\frac12\,\frac{\int\delta\varepsilon\,|\mathbf E|^2\,d^3r}{\int\varepsilon|\mathbf E|^2\,d^3r}.$$

With $\varepsilon=n^2$ we have $\delta\varepsilon=2n\,\delta n=2\varepsilon\,\delta n/n$. Define the energy weight $u=\varepsilon|\mathbf E|^2$. Then

$$\frac{\delta\omega}{\omega}=-\frac{\int(\delta n/n)\,u\,d^3r}{\int u\,d^3r}
=-\frac1n\frac{dn}{dT}\,\frac{\int\delta T\,u\,d^3r}{\int u\,d^3r}.$$

A warmer cavity has a higher index and a lower frequency. The last form assumes that all the energy lies in silicon.

### Temperature fluctuations

Consider a piece of silicon with heat capacity $C$, in contact with surroundings at temperature $T$. Let $\beta=1/(k_BT)$ and $Z=\sum_j e^{-\beta E_j}$. The mean energy is $\langle E\rangle=-\partial\ln Z/\partial\beta$, and a second derivative gives the variance:

$$\langle\delta E^2\rangle=\frac{\partial^2\ln Z}{\partial\beta^2}=-\frac{\partial\langle E\rangle}{\partial\beta}=k_BT^2\frac{\partial\langle E\rangle}{\partial T}=k_BT^2C ,$$

because $d\beta=-dT/(k_BT^2)$. The local temperature is defined through the energy content, $\delta T=\delta E/C$, so

$$\langle\delta T^2\rangle=\frac{k_BT^2}{C}.$$

This result also holds for quantized vibrations, provided $C$ is the true heat capacity at $T$. A Debye model with a Debye temperature of 640 K gives $1.66\ \mathrm{J/(cm^3\,K)}$, which supports the value adopted for $c$.

Now divide the silicon into cells of volume $\Delta V$, small compared with the mode but containing many atoms. If the interaction energy at the cell boundaries is neglected, the total energy is a sum over cells and the Boltzmann factor is a product. The cells therefore fluctuate independently at any one instant, each with variance $k_BT^2/(c\,\Delta V)$. The weighted temperature $\bar{\delta T}=\sum_i u_i\,\delta T_i/\sum_i u_i$ has the variance

$$\langle\bar{\delta T}^2\rangle=\frac{\sum_i u_i^2}{(\sum_i u_i)^2}\,\frac{k_BT^2}{c\,\Delta V}
\;\longrightarrow\;\frac{k_BT^2}{c\,V_T},\qquad V_T=\frac{(\int u\,d^3r)^2}{\int u^2\,d^3r}.$$

The limit follows from $\sum_i u_i\to\int u\,d^3r/\Delta V$ and the same replacement for $u_i^2$. Hence

$$\boxed{\;\sigma=\frac1n\frac{dn}{dT}\sqrt{\frac{k_BT^2}{c\,V_T}}\;}$$

The thermal conductivity does not appear. It governs how fast a fluctuation comes and goes, but not its equilibrium size.

A numerical experiment tests this point. In a chain of 32 cells, neighbours shared their energy at random, at rates that varied along the chain, while the end cells touched a heat bath. All 6000 copies started with no fluctuations. The weight was $\exp[-(i-i_0)^2/b^2]$, with $b=4$ cells and $i_0$ the middle of the chain. The rule for $V_T$ predicts a variance $1/(\sqrt{2\pi}\,b)=0.0997$ in units of one cell's variance. After 1000 sweeps the sampled value was 0.0996. The sampling error is about 2%, so the closer agreement is fortuitous. The second moments of this chain can also be propagated exactly. With all rates multiplied by 0.3 the variance is 0.090 after 1000 sweeps and 0.0997 after 4000, so slower exchange delays the approach but does not change the final value.

### (a) First estimate

The usual mode volume is $V=\int u\,d^3r/\max u$. It equals $V_T$ if $u$ is constant inside a region and zero outside, which serves as a first estimate. With $\lambda/n=0.4454$ µm,

$$V=(0.4454\ \mathrm{µm})^3=0.0884\ \mathrm{µm^3},\qquad C=cV=1.46\times10^{-13}\ \mathrm{J/K}=1.06\times10^{10}\,k_B .$$

The rms temperature fluctuation is

$$\delta T_{\rm rms}=T\sqrt{\frac{k_B}{C}}=\frac{300\ \mathrm K}{\sqrt{1.06\times10^{10}}}\approx2.9\ \mathrm{mK}.$$

Since $(dn/dT)/n=5.17\times10^{-5}\ \mathrm{K^{-1}}$,

$$\sigma=5.17\times10^{-5}\times2.92\times10^{-3}\approx1.5\times10^{-7}.$$

At the optical frequency of 193.4 THz this is an rms shift of 29 MHz. The fluctuation is of order $10^{-7}$ because a relative temperature fluctuation of about $10^{-5}$ is multiplied by $T(dn/dT)/n\approx0.016$.

### (b) Shape of the mode

Let $u=\exp(-r^2/a^2)$ in $d$ directions, and let $u$ be uniform over a length $h$ in any remaining direction. Each Gaussian direction contributes $\sqrt\pi\,a$ to $\int u$ and $\sqrt{\pi/2}\,a$ to $\int u^2$. With $\max u=1$,

$$\frac{V_T}{V}=\frac{\int u\,d^3r}{\int u^2\,d^3r}=\left(\frac{\sqrt\pi\,a}{\sqrt{\pi/2}\,a}\right)^{d}=2^{d/2}.$$

For the ball, $d=3$ and $V=\pi^{3/2}a^3$, so $a=251$ nm and $V_T=2.83\,V=0.25$ µm³. The estimate falls to $\sigma=1.51\times10^{-7}/\sqrt{2.83}\approx9.0\times10^{-8}$.

For the disc, $d=2$ and $V=\pi a^2h$ with $h=220$ nm, so $a=358$ nm and $V_T=2V=0.177$ µm³. Then $\sigma=1.51\times10^{-7}/\sqrt2\approx1.1\times10^{-7}$, or 21 MHz.

A standing wave modifies these numbers. Multiply the disc's $u$ by $\cos^2(kx)$ with many fringes under the envelope. The averages of $\cos^2$ and $\cos^4$ are $1/2$ and $3/8$, so $V$ is halved while $V_T$ is multiplied by $(1/2)^2/(3/8)=2/3$. The ratio $V_T/V$ rises from 2 to $8/3$. At fixed $V$, $\sigma$ falls by the factor $\sqrt{3/4}=0.87$, which leaves its order unchanged.

For a fixed shape $\sigma\propto V^{-1/2}$, so a mode one hundred times larger has one tenth of the fluctuation.

### (c) Diffusion and linewidth

The rms shift would give the linewidth directly only if the temperature stayed constant while the light lost its phase coherence. Heat diffusion changes this.

**Correlation in time.** A temperature disturbance obeys $\partial_t\delta T=D\nabla^2\delta T$, with $D=\kappa/c$ and $\kappa$ the thermal conductivity. Because the equation is linear, the mean later temperature following a given fluctuation obeys it as well. A Fourier component of wavenumber $q$ thus decays as $e^{-Dq^2t}$. Along one Gaussian direction the transform of $u$ is proportional to $e^{-q^2a^2/4}$. The normalized correlation for that direction is

$$\frac{\int e^{-q^2a^2/2}e^{-Dq^2t}\,dq}{\int e^{-q^2a^2/2}\,dq}=\left(\frac{a^2/2}{a^2/2+Dt}\right)^{1/2}=\left(1+\frac{t}{\tau_0}\right)^{-1/2},\qquad \tau_0=\frac{a^2}{2D}.$$

The directions multiply, so $K(t)=(1+t/\tau_0)^{-d/2}$. In the disc, the thickness direction contributes no decay, because $u$ is uniform there and the faces are taken as insulating.

**Phase averaging.** Let $\sigma_\omega=2\pi f\sigma$ be the rms shift in angular frequency, with $f$ the optical frequency. The accumulated phase is $\phi(t)=\int_0^t\delta\omega(t')\,dt'$. In its mean square, each time separation $s$ occurs with weight $t-s$, once for each order of the two times:

$$\langle\phi^2\rangle=2\sigma_\omega^2\int_0^t(t-s)K(s)\,ds .$$

The shift is a sum over very many independent degrees of freedom, so it is taken as Gaussian, and $\langle e^{i\phi}\rangle=e^{-\langle\phi^2\rangle/2}$. With $x=t/\tau_0$ the coherence is

$$g(t)=\exp\left[-(\sigma_\omega\tau_0)^2G(x)\right],\qquad G(x)=\int_0^x dy\int_0^y K\,ds ,$$

where $s$ is now also in units of $\tau_0$. The double integral equals $\int_0^x(x-s)K\,ds$, as exchanging the order of integration shows. For the disc the inner integral is $\ln(1+y)$. For the ball it is $2[1-(1+y)^{-1/2}]$. A second integration gives

$$G_{\rm disc}=(1+x)\ln(1+x)-x,\qquad G_{\rm ball}=2x-4\left(\sqrt{1+x}-1\right).$$

The line is the real part of $\int_0^\infty e^{i\Delta t}g(t)\,dt$, where $\Delta$ is the angular detuning.

**Two limits.** If $\sigma_\omega\tau_0\gg1$, coherence is lost while $x\ll1$. There $K\approx1$, $G\approx x^2/2$ and $g=e^{-\sigma_\omega^2t^2/2}$. The line is Gaussian with angular width $2\sqrt{2\ln2}\,\sigma_\omega=2.355\,\sigma_\omega$.

If $\sigma_\omega\tau_0\ll1$, coherence survives until $x\gg1$. For the ball $G\approx2x$, so $g\approx e^{-2\sigma_\omega^2\tau_0t}$. The line is Lorentzian with angular width $4\sigma_\omega^2\tau_0$: rapid fluctuations partly cancel in the phase, and the line is narrower than the rms shift. The disc has no such constant rate, because the inner integral $\ln(1+y)$ keeps growing. Its line must be computed from the full $g(t)$.

**Ball.** With the rough bulk value $\kappa=148$ W/(m K), $\tau_0=0.35$ ns and $\sigma_\omega\tau_0=0.038$. The full line shape gives 2.5 MHz, against 2.7 MHz from the fast limit. The difference has the expected sign: $G_{\rm ball}<2x$ for every $x>0$, so the coherence is higher than the fast limit assumes.

**Disc.** Phonon scattering at the surfaces lowers the conductivity of a thin membrane. With a rough $\kappa=60$ W/(m K), $\tau_0=1.8$ ns and $\sigma_\omega\tau_0=0.23$. The computed width is about 23 MHz, roughly half the static limit of 49 MHz. A cavity has an equal linewidth from optical loss at

$$Q=\frac{193.4\times10^{12}\ \mathrm{Hz}}{22.5\times10^{6}\ \mathrm{Hz}}\approx8.6\times10^6 .$$

Well below this $Q$, loss dominates the width.

**Disc with holes.** Etched holes impede heat further. Take $\kappa=20$ W/(m K) as an illustration, with the optical mode and $c$ held fixed. Then $\sigma$ is unchanged, $\tau_0$ triples to 5.3 ns, and the width rises to 34 MHz.

| Case | $V_T$ (µm³) | $\sigma$ ($10^{-7}$) | $\tau_0$ (ns) | Width (MHz) |
|---|---:|---:|---:|---:|
| Uniform, $V_T=V$ | 0.088 | 1.5 | – | – |
| Ball, bulk | 0.25 | 0.90 | 0.35 | 2.5 |
| Disc, membrane | 0.18 | 1.1 | 1.8 | 23 |
| Disc, holes | 0.18 | 1.1 | 5.3 | 34 |

The ball and the membrane disc differ by only a factor of 1.2 in $\sigma$ but by about nine in width. A measured frequency noise also depends on the observation time. The mean frequency over a time $t$ has the variance $\langle\phi^2\rangle/t^2=2\sigma_\omega^2G(x)/x^2$. This tends to $\sigma_\omega^2$ for $t\ll\tau_0$ and falls for longer averages.

### (d) What the estimate leaves out

**Acoustic strain.** Thermal vibrations also strain the silicon and change its index through the photoelastic effect. For a field along a cubic axis, $\delta n/n=-(n^2/2)\,\mathbf p\cdot\mathbf S$, where $\mathbf S$ holds the three normal strains and $\mathbf p=(-0.094,\,0.017,\,0.017)$ are rough photoelastic coefficients. Treat the mode region as a free body of volume $V_T$ with uniform strain. Its elastic energy is $\tfrac12V_T\,\mathbf S^{\mathsf T}\mathsf C\,\mathbf S$, where $\mathsf C$ has diagonal elements of 166 GPa and off-diagonal elements of 64 GPa. The Boltzmann distribution is then Gaussian with covariance $k_BT\,\mathsf C^{-1}/V_T$, and

$$\sigma_{\rm el}=\frac{n^2}{2}\sqrt{\frac{k_BT}{V_T}\,\mathbf p^{\mathsf T}\mathsf C^{-1}\mathbf p}\approx2.7\times10^{-7}$$

for the disc. This is 2.5 times the thermorefractive value, a rough factor because the constraint from the surrounding silicon is ignored. Requiring the in-plane strains to come from a displacement field in a continuous plate (with a shear stiffness of 80 GPa) lowers it to about $2.2\times10^{-7}$, or 2.0 times. Thermorefractive noise is thus not the largest part of the total rms fluctuation in this estimate.

The two parts differ in frequency. The disc selects in-plane wavenumbers with weight $e^{-q^2a^2/2}\,q\,dq$, for which $\langle q^2\rangle=2/a^2$. With the longitudinal sound speed of 8400 m/s, the typical acoustic frequency is $8400\sqrt2/(2\pi a)$ in SI units, or 5.3 GHz. This is a high estimate: for this $\mathbf p$ the slower shear waves carry more than half of the variance and bring the effective value to about 3.6 GHz. The rms shift of $2.7\times10^{-7}\times193.4$ THz $\approx52$ MHz then gives an rms phase of only $52/5290\approx0.01$ rad. The result is weak sidebands rather than a broad central line. Long waves add to the squared phase as $\int q\,dq/q^2$, a logarithm of the membrane size. With shear waves and this logarithm included, and a cutoff $q=\pi/L$, the squared phase rises from $10^{-4}$ to about $6\times10^{-4}$ for a membrane of size $L=10$ µm and $1.2\times10^{-3}$ for $L=100$ µm, which is still small. Boundary motion and the flexural modes of the membrane are not included.

**Free carriers.** Suppose doping gives a mean carrier density $N=10^{15}\ \mathrm{cm^{-3}}$ and the carriers are independent. Their density then fluctuates by $\delta N=\sqrt{N/V_T}$. The Drude response $\delta\varepsilon=-e^2\delta N/(\varepsilon_0m\omega^2)$, with the electron conductivity mass $m\approx0.26\,m_e$ (n-type doping), gives $|\delta n|/n=|\delta\varepsilon|/(2n^2)\approx2.6\times10^{-8}$. Added in quadrature to the disc's $1.07\times10^{-7}$, it raises the total by about 3%. Holes change the index more strongly than this Drude estimate suggests: empirical fits for silicon at 1550 nm, extrapolated down to $10^{15}\ \mathrm{cm^{-3}}$, give $1.0$–$1.5\times10^{-7}$, comparable with the thermal value. Electrical screening, which opposes density fluctuations, is ignored in all these numbers. It is not small: the Debye length of about 130 nm lies below $a$, and bulk screening would reduce the rms by a factor of about 0.4.

**Expansion and field outside silicon.** The linear expansion coefficient, about $2.6\times10^{-6}\ \mathrm{K^{-1}}$, is 5% of $(dn/dT)/n$. Free expansion lowers the frequency of a warmer cavity, as the index does, and would raise $\sigma$ by about that much. The silicon around a small warm region restrains its expansion, so the actual effect should be smaller. If only 85% of the electric energy lies in silicon and the profile there is unchanged, $\sigma$ falls by 15%, to $9.1\times10^{-8}$ for the disc.

**Non-diffusive heat flow.** The kinetic relation $\kappa=c\,v\,\ell/3$, with an average sound speed $v=6400$ m/s, gives a mean free path $\ell=42$ nm in bulk silicon. This single number hides a broad distribution, and phonons with paths comparable to $a$ carry a considerable part of the heat. The values of $\tau_0$ and the linewidths found from the diffusion law are therefore idealized. The value of $\sigma$ is unaffected, since it follows from equal-time statistics. It counts only fluctuations of the energy content. If the index weights phonons other than in proportion to their energy, fluctuations in how that energy is shared among the modes add to the total rms.

### Comparison with real cavities

The disc is a simple model of a photonic-crystal cavity in a silicon membrane. The ball is only a limiting case for three-dimensional heat flow, since uniform silicon has nothing to confine the light. If loss alone would give such a cavity a $Q$ of 5 million, the width due to loss is 39 MHz, and the disc's thermal width of 23 MHz is comparable with it. The two do not simply add: multiplying $g(t)$ by the decay due to loss gives a total width of about 54 MHz, so the thermal noise adds about 16 MHz. A real mode has fringes, and part of its field lies in the holes. At fixed $V$, fringes reduce the disc's $\sigma$ by the factor 0.87 found above. If 85% of the energy lies in silicon, the mode's extent there must shrink to keep $V$ fixed, because $V$ also counts the energy outside. The further factor is then $\sqrt{0.85}=0.92$ rather than 0.85, and $\sigma$ is about $8.5\times10^{-8}$ if both apply.

The linewidth is less certain than $\sigma$. It depends on how the pattern of holes conducts heat, and fringes change both $\sigma_\omega$ and $K(t)$. The two-dimensional law also needs a continuous membrane well beyond the distance heat travels during the coherence time, about 1 µm for the disc without holes. A narrow beam confines heat more strongly and requires a different $K(t)$.

## Numbers as computed

```
wavelength: 1550 nm
optical frequency: 193.4 THz
temperature: 300 K
refractive index: 3.48
dn/dT: 0.00018 1/K
(dn/dT)/n: 5.17e-05 1/K
heat capacity per volume used: 1.65 J/(cm3 K)
Debye temperature used in check: 640 K
heat capacity from Debye model: 1.66 J/(cm3 K)
lambda/n: 445.4 nm
mode volume V: 0.0884 um3
heat capacity of V: 1.46e-13 J/K
heat capacity of V over kB: 1.06e+10
rms temperature, V_T=V: 2.92 mK
rms df/f, V_T=V: 1.51e-07
rms shift, V_T=V: 29.2 MHz
ball: V_T: 0.25 um3
ball: radius a: 251 nm
ball: rms temperature: 1.74 mK
ball: rms df/f: 8.98e-08
ball: rms shift: 17.4 MHz
ball: bulk conductivity: 148 W/(m K)
ball: tau0: 0.352 ns
ball: rms angular shift times tau0: 0.0384
ball: thermal linewidth: 2.53 MHz
ball: fast-limit linewidth: 2.67 MHz
membrane thickness: 220 nm
disc: V_T: 0.177 um3
disc: radius a: 358 nm
disc: rms temperature: 2.06 mK
disc: rms df/f: 1.07e-07
disc: rms shift: 20.7 MHz
disc: membrane conductivity: 60 W/(m K)
disc: tau0: 1.76 ns
disc: rms angular shift times tau0: 0.228
disc: thermal linewidth: 22.5 MHz
disc: static-limit linewidth: 48.6 MHz
disc: Q with equal cavity linewidth: 8.58e+06
disc: heat spread in coherence time: 1.01 um
holes: conductivity: 20 W/(m K)
holes: tau0: 5.27 ns
holes: thermal linewidth: 33.7 MHz
expansion coefficient over (dn/dT)/n: 0.0503
disc rms df/f with 0.85 of energy in Si: 9.08e-08
doping in carrier estimate: 1e+15 1/cm3
carrier-number rms df/f, unscreened: 2.57e-08
elasto-optic rms df/f, free body: 2.7e-07
elasto-optic over thermorefractive rms: 2.53
typical acoustic frequency: 5.29 GHz
acoustic rms phase index: 0.00986
single-value phonon free path, bulk: 42 nm
exchange chain: variance sampled: 0.0996
exchange chain: variance predicted: 0.0997
```
